\section*{Sand's Time for Constant-Current Metal Deposition}

When metal is deposited at constant current from a deep, still solution, the ions next to the cathode are used up faster than diffusion replaces them, and after a certain time $\tau$, called Sand's time, their concentration at the surface reaches zero. Dimensional analysis fixes almost the whole formula for $\tau$. Let the solution contain metal ions of charge number $z$ at the uniform bulk concentration $c_b$, let $D$ be their diffusion coefficient, and let $j>0$ be the magnitude of the cathodic current density. If all the current deposits metal, each mole of ions takes up the charge $zF$, where $F$ is the Faraday constant, so the cathode removes ions at the rate
\begin{equation}
q=\frac{j}{zF}
\label{eq:q}
\end{equation}
per unit area. If the ions move by diffusion alone and the solution is so deep that its thickness does not matter, $\tau$ can depend on $q$, $D$ and $c_b$ alone. Write $\tau=K\,q^{a}D^{b}c_b^{d}$ with a pure number $K$, and treat amount of substance, length and time as independent dimensions. The units are mol\,m$^{-2}$\,s$^{-1}$ for $q$, m$^2$\,s$^{-1}$ for $D$ and mol\,m$^{-3}$ for $c_b$, so that
\begin{align}
\text{amount:}\quad & a+d=0,\nonumber\\
\text{length:}\quad & -2a+2b-3d=0,\nonumber\\
\text{time:}\quad & -a-b=1.
\end{align}
The first equation gives $d=-a$. The second then becomes $a+2b=0$, so $a=-2b$, and the third gives $b=1$. Hence $a=-2$, $d=2$ and
\begin{equation}
\tau=K\,\frac{D c_b^2}{q^2}.
\label{eq:dim}
\end{equation}
The time grows as the square of the concentration and falls as the inverse square of the current density. What remains is to find $K$, and to learn when the list of three quantities is complete. SI-based units are kept throughout, since atomic units are unnatural for this problem.

Let the flat cathode lie at $x=0$ and the solution fill $x>0$. An excess of inert salt is assumed to carry the current through the solution, so that migration of the metal ions in the electric field can be neglected. This requires the metal ions to carry only a very small share of the current. Migration brings extra ions to the cathode and lengthens $\tau$: for a divalent ion at 100~mol/m$^3$, a tenfold excess of an inert monovalent cation still leaves $\tau$ several per cent longer than the result derived here, and without inert salt that result does not apply as written. There is no flow, $D$ is constant, and the current that charges the double layer is ignored. The ion flux in the direction of increasing $x$ is then $-D\,\partial c/\partial x$, and conservation of ions gives
\begin{equation}
\frac{\partial c}{\partial t}=D\frac{\partial^2 c}{\partial x^2}.
\label{eq:diff}
\end{equation}
At the cathode the ions move towards smaller $x$, so the flux there is $-q$. The conditions are therefore
\begin{equation}
D\left.\frac{\partial c}{\partial x}\right|_{x=0}=q,\qquad c(x,0)=c_b,\qquad c\to c_b\ \text{ as }\ x\to\infty .
\label{eq:bc}
\end{equation}

It is convenient to work with the deficit $u=c_b-c$, which starts from zero and vanishes far away, and with the flux towards the cathode, $f=D\,\partial c/\partial x=-D\,\partial u/\partial x$. Differentiating the diffusion equation for $u$ with respect to $x$ and multiplying by $-D$ shows that $f$ obeys the same equation, $\partial f/\partial t=D\,\partial^2 f/\partial x^2$. Its conditions are simpler than those for $c$: $f=q$ at $x=0$, $f=0$ at $t=0$, and $f\to0$ far away. The ratio $f/q$ is dimensionless and can depend on $x$, $t$ and $D$ alone, which form a single dimensionless combination. So we set
\begin{equation}
f=q\,g(\eta),\qquad \eta=\frac{x}{2\sqrt{Dt}} .
\end{equation}
Since $\partial\eta/\partial t=-\eta/(2t)$ and $\partial\eta/\partial x=1/(2\sqrt{Dt})$, the diffusion equation becomes
\begin{equation}
-\frac{\eta}{2t}\,g'=D\,\frac{1}{4Dt}\,g''
\qquad\Longrightarrow\qquad g''+2\eta g'=0 .
\end{equation}
This is a first-order equation for $g'$, with the solution $g'=-A e^{-\eta^2}$. Integrating from the electrode, where $g(0)=1$, gives $g=1-A\int_0^\eta e^{-s^2}ds$. Both the initial condition and the condition far away require $g\to0$ as $\eta\to\infty$. Because $\int_0^\infty e^{-s^2}ds=\sqrt\pi/2$, this means $A=2/\sqrt\pi$, and
\begin{equation}
f=q\,\operatorname{erfc}\eta,\qquad
\operatorname{erfc}\eta=\frac{2}{\sqrt\pi}\int_\eta^\infty e^{-s^2}ds .
\label{eq:f}
\end{equation}

The deficit follows by integrating $\partial u/\partial x=-f/D$ inwards from infinity, where $u=0$. With $x'=2\sqrt{Dt}\,s$,
\begin{equation}
u(x,t)=\frac1D\int_x^\infty f(x',t)\,dx'
=2q\sqrt{\frac tD}\int_\eta^\infty\operatorname{erfc}s\,ds .
\end{equation}
The derivative of $\operatorname{erfc}s$ is $-(2/\sqrt\pi)e^{-s^2}$, and $s\operatorname{erfc}s\to0$ at large $s$, so integration by parts gives
\begin{align}
\int_\eta^\infty\operatorname{erfc}s\,ds
&=\bigl[s\operatorname{erfc}s\bigr]_\eta^\infty+\frac{2}{\sqrt\pi}\int_\eta^\infty s\,e^{-s^2}ds\nonumber\\
&=-\eta\operatorname{erfc}\eta+\frac{e^{-\eta^2}}{\sqrt\pi}.
\end{align}
Inserting this, and using $2\sqrt{t/D}\,\eta=x/D$ in the term with the complementary error function, we obtain
\begin{equation}
u(x,t)=q\left[2\sqrt{\frac{t}{\pi D}}\;e^{-x^2/(4Dt)}-\frac xD\operatorname{erfc}\frac{x}{2\sqrt{Dt}}\right].
\label{eq:u}
\end{equation}

This function does solve the original problem. The combination $\partial u/\partial t-D\,\partial^2u/\partial x^2$ has zero $x$-derivative, because $f$ obeys the diffusion equation, and it vanishes at infinity, so it is zero everywhere. The flux at $x=0$ is $q$, and $u\to0$ as $t\to0$. There is no second solution that decays at infinity. The difference $w$ of two solutions would start from zero and have $\partial w/\partial x=0$ at the electrode, so that
\begin{equation}
\frac{d}{dt}\int_0^\infty w^2dx
=2D\int_0^\infty w\,\frac{\partial^2w}{\partial x^2}dx
=-2D\int_0^\infty\left(\frac{\partial w}{\partial x}\right)^2dx\le0 ,
\end{equation}
where the boundary terms of the integration by parts vanish. An integral that starts at zero, cannot be negative and cannot grow stays at zero, hence $w=0$.

Since $\partial u/\partial x=-f/D<0$, the deficit is largest at the electrode, and the solution is depleted there first. Setting $x=0$ in \eqref{eq:u},
\begin{equation}
c(0,t)=c_b-2q\sqrt{\frac{t}{\pi D}} .
\label{eq:surface}
\end{equation}
This vanishes when $\sqrt\tau=\sqrt{\pi D}\,c_b/(2q)$. Squaring and inserting $q=j/(zF)$ gives Sand's time,
\begin{equation}
\tau=\frac{\pi D c_b^2}{4q^2}=\pi D\left(\frac{zFc_b}{2j}\right)^2 ,
\label{eq:sand}
\end{equation}
so the number in \eqref{eq:dim} is $K=\pi/4$. In terms of $\tau$ the surface concentration is $c(0,t)=c_b\bigl(1-\sqrt{t/\tau}\bigr)$: half of it is gone after a quarter of Sand's time.

Beyond $\tau$ the formula would make the surface concentration negative. As the solution is unique, no physical concentration profile can supply the flux $q$ any longer. If the source still imposes $j$, some other process at the electrode must carry part of the current. Such a process may also start earlier. If deposition takes a constant fraction $\varepsilon$ of the current from the beginning, then $q=\varepsilon j/(zF)$, and depletion is delayed by the factor $1/\varepsilon^2$.

For small changes, the logarithm of \eqref{eq:sand} at fixed $D$ and $z$ gives
\begin{equation}
\frac{d\tau}{\tau}=2\,\frac{dc_b}{c_b}-2\,\frac{dj}{j},
\qquad
\frac{j\sqrt\tau}{c_b}=\frac{zF\sqrt{\pi D}}{2}.
\label{eq:scaling}
\end{equation}
Doubling the concentration multiplies $\tau$ by four, doubling the current density divides it by four, and doubling both leaves it unchanged. The square has a simple origin. A closed layer of fixed thickness $\ell$ holds $c_b\ell$ ions per unit area and could not supply the flux $q$ for longer than $c_b\ell/q$, which varies as $1/j$. Here the thickness of the layer that takes part is not fixed, but grows with time as $\sqrt{Dt}$. A larger current ends the process sooner, before distant ions can contribute. The charge passed up to depletion therefore also depends on the current,
\begin{equation}
j\tau=\frac{\pi D(zFc_b)^2}{4j},
\end{equation}
and doubling the current density halves the metal that can be deposited before the surface is depleted.

The depth of the depleted region at $t=\tau$ can be measured by extending the concentration gradient at the electrode, $q/D$, until it reaches $c_b$. This defines the length
\begin{equation}
\delta=\frac{Dc_b}{q}=\frac{zFDc_b}{j}=2\sqrt{\frac{D\tau}{\pi}} ,
\label{eq:delta}
\end{equation}
where the last form follows from $c_b/q=2\sqrt{\tau/(\pi D)}$. The amount deposited per unit area is $q\tau=(\pi/4)c_b\delta$, and by conservation it equals the integral of $u$ over the solution.

Take a model bath with the round parameters $z=2$, $D=5\times10^{-10}$~m$^2$/s, $c_b=100$~mol/m$^3$ and $j=200$~A/m$^2$, which is 20~mA/cm$^2$. Then
\begin{align}
\frac{zFc_b}{2j}&=\frac{2\times96485\times100}{2\times200}=4.824\times10^{4}\ \text{s/m},\nonumber\\
\tau&=\pi\times5\times10^{-10}\times(4.824\times10^{4})^2=3.66\ \text{s}.
\end{align}
The charge passed is $200\times3.656=731$~C/m$^2$, and division by $zF$ gives $3.79\times10^{-3}$~mol/m$^2$ of metal. Integrating the deficit numerically over the solution gives the same amount. The length $\delta$ is 48~$\mu$m. The true profile is curved and approaches the bulk value more slowly than its tangent at the electrode: at $x=50$~$\mu$m, where the tangent has already passed $c_b$, the concentration is 71~mol/m$^3$, and it is 95~mol/m$^3$ at 100~$\mu$m.

These numbers also justify keeping the electrode at $x=0$. For a smooth, compact deposit with an assumed molar volume of $10^{-5}$~m$^3$/mol, the surface advances by $3.79\times10^{-3}\times10^{-5}$~m, or 0.038~$\mu$m, which is about $8\times10^{-4}$ of $\delta$.

The two power laws were tested against direct numerical solutions of \eqref{eq:diff} and \eqref{eq:bc}, all on the same grid in metres and seconds. At 200~A/m$^2$, concentrations of 50, 100 and 200~mol/m$^3$ give depletion times of 0.914, 3.66 and 14.6~s. At 100~mol/m$^3$, current densities of 100, 200 and 400~A/m$^2$ give 14.6, 3.66 and 0.914~s. The logarithmic slopes over these ranges are 2.000 and $-2.000$. The remaining cases, with $D$ doubled and with $z=1$, are in the numerical output.

The dimensional argument shows how the laws change when another quantity enters. Suppose that $D$ depends on concentration through some scale $c_*$. Then $K$ may depend on $c_b/c_*$, and the square law in $c_b$ can fail, but the law $\tau\propto1/j^2$ at fixed $c_b$ survives. An additional length is more serious. Let stirring be represented by a stagnant layer: $c=c_b$ is held at a distance $L$ from the cathode, with no flow inside the layer. This is an idealisation, since a real flow fades gradually towards the surface; $L$ is chosen to reproduce the limiting current, and the depletion times found below belong to this model. Now $K$ may depend on $qL/(Dc_b)$, which contains both the current and the concentration.

This case can be solved as well. The steady deficit that carries the flux $q$ is $q(L-x)/D$. The difference $p$ between it and the actual deficit obeys the diffusion equation, with $\partial p/\partial x=0$ at $x=0$, $p=0$ at $x=L$, and $p=q(L-x)/D$ at $t=0$. The functions $\cos k_nx$ with $k_n=(n+\tfrac12)\pi/L$, $n=0,1,2,\dots$, satisfy both boundary conditions, and each decays as $e^{-Dk_n^2t}$. Their coefficients in the initial $p$ are
\begin{equation}
\frac2L\int_0^L\frac{q(L-x)}{D}\cos k_nx\,dx
=\frac{2q}{DL}\,\frac{1-\cos k_nL}{k_n^2}=\frac{2q}{DLk_n^2},
\end{equation}
by one integration by parts and $\cos k_nL=0$. At the surface this gives
\begin{equation}
c(0,t)=c_b-\frac{qL}{D}\left[1-\frac{8}{\pi^2}\sum_{n=0}^\infty\frac{e^{-(2n+1)^2\pi^2Dt/(4L^2)}}{(2n+1)^2}\right].
\label{eq:finite}
\end{equation}
Every term of the sum is positive and decreasing in time, so the surface deficit rises steadily towards $qL/D$ without reaching it. Depletion in a finite time therefore requires $qL/D>c_b$, that is
\begin{equation}
j>j_{\lim}=\frac{zFDc_b}{L},
\end{equation}
which by \eqref{eq:delta} is the same as $\delta<L$. Below this limiting current density the stirred bulk can feed the cathode indefinitely, and there is no depletion time.

Above the limit, depletion comes later than \eqref{eq:sand} predicts. Subtract the deficit of the finite layer from that of the deep solution. The difference starts at zero, has no gradient at the electrode, and is positive at $x=L$, where the deep solution has lost ions and the stirred one has not. By the maximum principle it is positive throughout the layer for $t>0$, and it is nowhere larger than the greatest value reached so far at $x=L$. The finite layer thus has more ions left at the cathode, but the excess is at most the deficit that the deep solution would have at $x=L$.

For the model bath with $L=200$~$\mu$m, $j_{\lim}=48.2$~A/m$^2$. At $0.9\,j_{\lim}$ the numerical solution shows no depletion in 400~s, and the surface concentration settles at 10~mol/m$^3$, as $c_b(1-j/j_{\lim})$ requires. At $1.1\,j_{\lim}$, or 53.1~A/m$^2$, the first term of the sum in \eqref{eq:finite} suffices. Setting $c(0,t)=0$ with $Dc_b/(qL)=1/1.1$ and $L^2/D=80$~s gives
\begin{equation}
t=\frac{4L^2}{\pi^2D}\ln\frac{8/\pi^2}{1-1/1.1}=32.42\times2.188\ \text{s}=70.9\ \text{s},
\end{equation}
in agreement with the numerical solution. Sand's formula gives 51.9~s, so the true time is longer by a factor of 1.37, and $j\sqrt\tau$ is larger by the square root of this, about 1.17. A stirred bulk at a finite distance from the cathode thus makes $j\sqrt\tau$ rise as the current is lowered at fixed $c_b$. The size of the rise depends on the actual flow, and stirring is not its only possible cause. Depletion usually makes the solution next to the cathode lighter, and at concentrations like that of the model bath free convection can set in at a vertical or upward-facing cathode within some ten seconds or tens of seconds. Sand times as long as 51.9~s then lie outside the assumption of a still solution.

At 200~A/m$^2$, where $L/\delta=j/j_{\lim}=4.1$, the situation is different. The deep solution has a concentration of 99.97~mol/m$^3$ at $x=200$~$\mu$m when $t=\tau$, so the stirred boundary can raise the surface concentration at that moment by no more than about 0.03~mol/m$^3$. The numerical depletion time is again 3.66~s. Diffusion has not yet had time to make the boundary felt at the cathode, and Sand's law holds although the layer is finite.

\section*{Computed results}
\begin{verbatim}
MODEL BATH
Faraday constant F = 96485.332 C/mol
charge number z = 2
diffusion coefficient D = 5.00e-10 m^2/s
bulk concentration c_b = 100.0 mol/m^3
current density j = 200.0 A/m^2 = 20.0 mA/cm^2
ion flux q = j/(zF) = 1.0364e-03 mol/(m^2 s)
zF c_b/(2j) = 48242.67 s/m
Sand's time, formula = 3.6558 s
charge passed at tau = 731.16 C/m^2
amount deposited at tau = 3.7890e-03 mol/m^2
missing ions by quadrature = 3.7890e-03 mol/m^2
extrapolation length delta = 48.24 um
assumed molar volume of deposit = 1.0e-05 m^3/mol
surface advance at tau = 0.0379 um
surface advance / delta = 7.85e-04
surface concentration at tau/4 = 50.00 mol/m^3
PROFILE AT SAND'S TIME
c at x = 25 um: 43.39 mol/m^3
c at x = 50 um: 71.27 mol/m^3
c at x = 100 um: 94.88 mol/m^3
c at x = 200 um: 99.97 mol/m^3
DEPLETION TIMES: numerical solution and formula
c_b=50 mol/m^3, j=200 A/m^2, D=5.0e-10 m^2/s, z=2: 0.9140 s, 0.9140 s
c_b=100 mol/m^3, j=200 A/m^2, D=5.0e-10 m^2/s, z=2: 3.6559 s, 3.6558 s
c_b=200 mol/m^3, j=200 A/m^2, D=5.0e-10 m^2/s, z=2: 14.6233 s, 14.6232 s
c_b=100 mol/m^3, j=100 A/m^2, D=5.0e-10 m^2/s, z=2: 14.6233 s, 14.6232 s
c_b=100 mol/m^3, j=400 A/m^2, D=5.0e-10 m^2/s, z=2: 0.9140 s, 0.9140 s
c_b=100 mol/m^3, j=200 A/m^2, D=1.0e-09 m^2/s, z=2: 7.3116 s, 7.3116 s
c_b=100 mol/m^3, j=200 A/m^2, D=5.0e-10 m^2/s, z=1: 0.9140 s, 0.9140 s
numerical exponent of c_b = 2.0000
numerical exponent of j = -2.0000
FINITE LAYER
layer thickness L = 200.0 um
limiting current density = 48.24 A/m^2
below limit: j = 43.42 A/m^2, no depletion by 400 s
surface concentration then = 10.00 mol/m^3
steady surface value, formula = 10.00 mol/m^3
just above limit: j = 53.07 A/m^2
depletion time there, numerical = 70.94 s
Sand's time there, formula = 51.93 s
ratio of these two times = 1.366
far above limit: j = 200.0 A/m^2, j/j_lim = 4.146
depletion time there, numerical = 3.6559 s
\end{verbatim}
